# The Salt Term for a Charge in an Ion-Excluding Sphere

## Problem

A charge \(q\) sits at the centre of a sphere of radius \(a\) in a solvent of permittivity \(\varepsilon\). The solvent contains a dissolved 1:1 salt, with \(n\) cations of charge \(+e\) and \(n\) anions of charge \(-e\) per unit volume far from the sphere. The centres of the mobile ions cannot enter the sphere.

Let \(\Delta G\) be the reversible work of charging the solute from 0 to \(q\) in the salt solution, minus the same work in the salt-free solvent. The temperature \(T\) and the bulk ion densities are held fixed. Find \(\Delta G\) from the linearised Poisson-Boltzmann equation, and evaluate it for \(q=e\), \(a=4\) Å, \(\varepsilon=80\), \(T=300\) K and a salt concentration of 0.1 mol/L. These are round model parameters.

Formulas are in Gaussian units. To pass to SI, read \(\varepsilon\) as the relative permittivity, divide \(q^2\) and \(e^2\) by \(4\pi\varepsilon_0\) in energies, in \(\kappa^2\) and in \(\ell_B\), and divide potentials such as \(q/(\varepsilon a)\) by \(4\pi\varepsilon_0\). The numerical inputs are then \(e^2=14.3996\) eV Å and \(kT=25.852\) meV.

## Estimate by scaling

The central charge attracts ions of opposite sign and repels those of like sign. Two questions fix the size of the effect: how much charge gathers, and how far away it sits.

The amount follows from screening. Far away the field vanishes faster than \(1/r^2\), so by Gauss's law the ion cloud carries \(-q\).

The distance follows from a balance in Poisson's equation. A weak potential \(\phi\) changes each ion density by about \(n e\phi/kT\), and the two species together give a charge density of size \(2ne^2\phi/kT\). If \(\phi\) varies over a length \(L\), then

\[
\frac{\phi}{L^2}\sim\frac{4\pi}{\varepsilon}\,\frac{2ne^2\phi}{kT}
\quad\Rightarrow\quad
L\sim\frac1\kappa,\qquad \kappa^2=\frac{8\pi n e^2}{\varepsilon kT}.
\]

A charge \(-q\) at distance \(1/\kappa\) from \(q\) gives

\[
\Delta G\sim-\frac{q^2\kappa}{\varepsilon}.
\]

For the numbers, 0.1 mol/L corresponds to \(n=6.022\times10^{-5}\) Å\(^{-3}\). The Bjerrum length, at which two unit charges in the solvent interact with energy \(kT\), is

\[
\ell_B=\frac{e^2}{\varepsilon kT}=\frac{14.3996}{80\times0.025852}\ \text{Å}=6.96\ \text{Å}.
\]

Hence

\[
\kappa=\sqrt{8\pi \ell_B n}=\sqrt{8\pi\times6.9625\times6.022\times10^{-5}}\ \text{Å}^{-1}=0.1027\ \text{Å}^{-1},
\]

so the Debye length \(1/\kappa\) is 9.74 Å. The estimate is \(-14.40\times0.1027/80\) eV, or about \(-18\) meV. It ignores the radius \(a\) and all numerical factors.

## Solution

**The equation outside the sphere.** In the mean-field description, point ions follow Boltzmann's law in the average potential. With \(u=e\phi/kT\), their charge density is

\[
\rho_{\rm ion}=en\,e^{-u}-en\,e^{u}\approx en(1-u)-en(1+u)=-2neu=-\frac{2ne^2}{kT}\phi .
\]

The expansion requires \(|u|\ll1\), a condition checked below. Poisson's equation \(\nabla^2\phi=-4\pi\rho_{\rm ion}/\varepsilon\) becomes, for a potential that depends on \(r\) alone,

\[
\phi''+\frac2r\phi'=\kappa^2\phi\qquad(r>a),
\]

with the same \(\kappa\) as in the estimate.

Put \(\phi=w/r\). Then

\[
\phi'=\frac{w'}r-\frac w{r^2},\qquad
\phi''=\frac{w''}r-\frac{2w'}{r^2}+\frac{2w}{r^3}.
\]

In \(\phi''+2\phi'/r\) the terms in \(w'\) and \(w\) cancel, leaving \(w''/r\). Thus \(w''=\kappa^2w\), with solutions \(e^{-\kappa r}\) and \(e^{\kappa r}\). The growing one is excluded because \(\phi\) must vanish at infinity, so

\[
\phi(r)=A\,\frac{e^{-\kappa r}}r\qquad(r>a).
\]

**Matching at the sphere.** The sphere encloses the charge \(q\) and no ions, and its surface carries no free charge. Gauss's law at \(r=a\) gives \(-\varepsilon a^2\phi'(a)=q\), where \(\phi'(a)\) is taken on the solvent side. From the solution,

\[
\phi'(r)=-A\,\frac{e^{-\kappa r}(1+\kappa r)}{r^2},
\]

and therefore

\[
\varepsilon A e^{-\kappa a}(1+\kappa a)=q
\quad\Rightarrow\quad
A=\frac{q\,e^{\kappa a}}{\varepsilon(1+\kappa a)},\qquad
\phi(a)=\frac{q}{\varepsilon a(1+\kappa a)} .
\]

**The potential shift inside.** Without salt, the potential at \(r=a\) is \(q/(\varepsilon a)\). The salt changes it by

\[
C=\frac q{\varepsilon a}\left(\frac1{1+\kappa a}-1\right)
=\frac q{\varepsilon a}\,\frac{-\kappa a}{1+\kappa a}
=-\frac{q\kappa}{\varepsilon(1+\kappa a)} .
\]

For \(r<a\) the field is set by the enclosed charge and the local permittivity, neither of which the salt alters. The potential therefore shifts by the same constant \(C\) everywhere inside, including at the central charge.

This argument does not need a uniform permittivity inside. A smooth cavity, whose permittivity rises gradually with \(r\), gives the same \(C\) if it reaches the bulk value \(\varepsilon\) by \(r=a\). The central charge may also be spread out, if it stays spherically symmetric and within \(a\).

**From potential to free energy.** Let the solute carry \(\lambda q\), with \(\lambda\) rising from 0 to 1. The equation is linear, so the shift at that stage is \(\lambda C\), and adding \(q\,d\lambda\) costs the extra work \(\lambda C q\,d\lambda\). Hence

\[
\Delta G=\int_0^1\lambda Cq\,d\lambda=\frac{qC}2,
\qquad
\boxed{\;\Delta G=-\frac{q^2\kappa}{2\varepsilon(1+\kappa a)}\;}
\]

The ions also interact with one another and lose entropy when they gather, yet neither effect appears separately in \(qC/2\). The salt contributes \(qC/2+\tfrac12\int\rho_{\rm ion}\phi\,dV\) to the electrostatic part of the free energy. Using \(\rho_{\rm ion}=-2neu\) and \(\phi=kTu/e\), the second integrand is

\[
\tfrac12\rho_{\rm ion}\phi=-nkT\,u^2 .
\]

For ions exchanged with a reservoir, the entropy cost per unit volume is \(kT\,[n_i\ln(n_i/n)-n_i+n]\) for each species. With \(n_i=n(1+\delta_i)\) this is \(nkT\,\delta_i^2/2\) to second order. Since \(\delta_i=\mp u\), the two species together cost \(+nkT\,u^2\). The two contributions cancel at this order, and \(qC/2\) remains.

**Numbers.** With \(\kappa a=0.4106\),

\[
\Delta G=-\frac{14.3996\times0.10265}{2\times80\times1.4106}\ \text{eV}=-6.5\ \text{meV},
\]

or \(-0.63\) kJ/mol, about a quarter of \(kT\).

## Comparison of estimate and solution

The estimate of \(-18\) meV has the right sign and order of magnitude. Its ratio to the solution is

\[
\frac{q^2\kappa/\varepsilon}{q^2\kappa/[2\varepsilon(1+\kappa a)]}=2(1+\kappa a)=2.82 .
\]

The factor 2 comes from charging: the cloud grows along with the charge, so on average the charge meets half the final shift. The factor \(1+\kappa a\) comes from the excluded sphere, which holds the cloud away from the centre. To see this, write

\[
C=-\frac{q}{\varepsilon(a+1/\kappa)} .
\]

This is the potential at the centre of a shell of charge \(-q\) and radius \(a+1/\kappa=13.7\) Å. The solution does give the cloud that charge:

\[
\int_a^\infty\rho_{\rm ion}\,4\pi r^2dr
=-\varepsilon\kappa^2A\int_a^\infty re^{-\kappa r}dr
=-\varepsilon\kappa^2A\,\frac{e^{-\kappa a}(1+\kappa a)}{\kappa^2}=-q ,
\]

where \(\rho_{\rm ion}=-\varepsilon\kappa^2\phi/(4\pi)\) was used. The scaling argument had the right charge, but the distance that fixes the potential at the centre is \(a+1/\kappa\) rather than \(1/\kappa\). This is the inverse of the average of \(1/r\) over the cloud, not the place where the cloud sits. The charge per unit radius goes as \(re^{-\kappa r}\), which peaks at \(1/\kappa=9.7\) Å for \(\kappa a<1\) and has mean radius \((2+2\kappa a+\kappa^2a^2)/[\kappa(1+\kappa a)]=20.6\) Å.

**Dependence on concentration.** For \(\kappa a\ll1\) the radius drops out and \(\Delta G\to-q^2\kappa/(2\varepsilon)\), which grows as the square root of the concentration. At 0.1 mol/L this limiting form gives \(-9.2\) meV, too large in magnitude by the factor \(1+\kappa a=1.41\). For \(\kappa a\gg1\) the formula tends to \(-q^2/(2\varepsilon a)=-22.5\) meV, with the cloud pressed against the sphere.

| Salt (mol/L) | \(\Delta G\) (meV) |
|---|---|
| 0.001 | −0.89 |
| 0.01 | −2.59 |
| 0.1 | −6.55 |
| 1 | −12.7 |

A square-root law would multiply the value by 3.16 in each row. The actual factors are 2.9, 2.5 and 1.9. The last row, like the limit of large \(\kappa a\), should be read as a property of the formula: at 1 mol/L the Debye length is about 3 Å, and treating the ions as points in an average potential is doubtful.

**The cost of linearising.** At contact the linear solution gives

\[
u(a)=\frac{\ell_B}{a(1+\kappa a)}=\frac{6.9625}{4\times1.4106}=1.23,
\]

which is not small. At this potential the Boltzmann charge density exceeds its linear form by the factor \(\sinh u/u=1.27\). Numerical solution of the nonlinear equation nevertheless gives \(-6.625\) meV against \(-6.549\) meV from the formula, a difference of 1.2% of the latter. The factor 1.27 holds only at contact and falls towards 1 as \(u\) decays with distance. The nonlinear solution has \(u(a)=1.2222\) instead of 1.2340. Measured from the salt-free value \(\ell_B/a=1.7406\), the shift, from unrounded values, is \(-0.5184\) instead of \(-0.5067\), larger in magnitude by 2.3% of the linear shift. The leading correction, from \(\sinh u-u\approx u^3/6\), grows as \(\lambda^3\) during charging. It enters the work with weight \(\int_0^1\lambda^3d\lambda=\tfrac14\) against \(\tfrac12\) for the linear term, which halves the 2.3% to about 1.2%. The small error belongs to this example. A larger \(q\) or smaller \(a\) raises \(u(a)\) and calls for a new check.

**Where the cavity ends.** The numerical check also solves the linear equation on a grid for two smooth cavities with permittivity 2 at the centre. When the permittivity reaches 80 at \(r=a\), the salt term agrees with the formula. In the second cavity the permittivity stays at 2 out to 2 Å and then rises as \(2+78\,t^2(3-2t)\), with \(t=(r-2\ \text{Å})/(6\ \text{Å})\), reaching 80 only at 8 Å, while ions still approach to 4 Å. The result is \(-7.0\) meV, 7% larger in magnitude than the formula. This figure belongs to that profile: the same kind of rise started further out leaves a lower permittivity where the ions sit and gives a larger deviation. In that case \(e^{-\kappa r}/r\) is not the solution just outside \(a\), and the derivation no longer applies.

**What \(\Delta G\) leaves out.** It is the salt's part of the charging work. The solvation energy in the salt-free solvent and the work of making the cavity there are separate terms. So is the work of keeping ions out of the uncharged sphere. For ideal ions this is their osmotic pressure \(2nkT\) times the excluded volume:

\[
2nkT\,\frac{4\pi a^3}3=2\times6.022\times10^{-5}\times25.85\times268\ \text{meV}\approx+0.8\ \text{meV}.
\]

This nonelectrostatic term is opposite in sign to \(\Delta G\) and about ten times the linearisation error. If the total effect of the salt on the solute is wanted, it matters more here than solving the nonlinear equation. The model also takes \(\varepsilon\) to be the same with and without salt, whereas real salts lower it. For a Born cavity of radius \(a\), a drop of one unit in \(\varepsilon\) raises the charging work by about \(q^2/(2a\varepsilon^2)=0.28\) meV, again larger than the linearisation error.

## Values computed for the example and the checks

```
ion-excluding radius a: 4.0 angstrom
relative permittivity: 80
temperature: 300 K
salt concentration (1:1): 0.1 mol/L
e^2/(4 pi eps0): 14.3996 eV angstrom
thermal energy kT: 25.852 meV
density of each ion species: 6.0221e-05 angstrom^-3
Bjerrum length: 6.9625 angstrom
kappa: 0.10265 angstrom^-1
Debye length 1/kappa: 9.741 angstrom
kappa a: 0.4106
equivalent shell radius a + 1/kappa: 13.741 angstrom
potential shift C inside sphere: -13.099 mV
salt term, formula: -6.549 meV
salt term, formula, converted: -0.632 kJ/mol
salt term over kT: -0.2533
dilute limit -q^2 kappa/(2 eps): -9.239 meV
strong-salt limit -q^2/(2 eps a): -22.499 meV
grid, uniform permittivity: -6.549 meV
grid, smooth cavity settled at a: -6.549 meV
grid, cavity settling at 8 angstrom: -7.033 meV
ion cloud total charge: -1.000000 e
contact e phi/kT, linear: 1.2340
contact e phi/kT, nonlinear: 1.2222
nonlinear charging work: -6.625 meV
nonlinear energy plus entropy: -6.625 meV
nonlinear excess over formula: 1.15 percent
salt term at 0.001 mol/L: -0.887 meV
salt term at 0.01 mol/L: -2.586 meV
salt term at 1 mol/L: -12.711 meV
```
